\section*{The Peierls Instability: Logarithmic Response, Phonon Softening and the Gap Ratio}

Suppose that a metallic chain is treated like any other metal: the ions stand at equal distances, and the response of the electrons to a lattice wave is added as a finite correction to the stiffness. At zero temperature this fails for the wave vector $2k_F$. The correction is negative and infinite, so the evenly spaced chain is not a minimum of the energy, however weak the coupling. An expansion in powers of the distortion cannot say where the chain settles, and a calculation that keeps the ions evenly spaced predicts a metal where mean-field theory gives an insulator. The cure is to find what cuts the infinity off. Temperature does so in the undistorted chain, the gap does so in the distorted one, and comparing the two cutoffs gives a fixed ratio of gap to transition temperature.

Take free electrons of both spins on a line of length $L$, in Hartree atomic units with $k_B=1$, so that $\varepsilon_k=k^2/2$, the Fermi velocity equals $k_F$, and $\varepsilon_F=k_F^2/2$. A static lattice wave produces the potential $2\Delta\cos qx=\Delta(e^{iqx}+e^{-iqx})$, which couples $k$ to $k\pm q$ with matrix element $\Delta$. For one spin, the thermal average of the commutator of $c_k^\dagger c_{k+q}$ with the Hamiltonian vanishes in equilibrium. To first order in $\Delta$ this reads
\begin{equation}
(\varepsilon_{k+q}-\varepsilon_k)\langle c_k^\dagger c_{k+q}\rangle+\Delta\,(f_k-f_{k+q})=0 ,
\end{equation}
where $f_k$ is the Fermi function with chemical potential $\varepsilon_F$. The derivative of the grand potential $\Phi$ with respect to $\Delta$ is the average of $\partial H/\partial\Delta$, that is, the sum of $\langle c_k^\dagger c_{k+q}\rangle$ and its conjugate over $k$ and spin. Hence
\begin{equation}
\frac1L\frac{\partial\Phi}{\partial\Delta}=-2\Delta\,\Pi(q,T),\qquad
\Pi(q,T)=2\int\frac{dk}{2\pi}\,\frac{f_k-f_{k+q}}{\varepsilon_{k+q}-\varepsilon_k},
\end{equation}
and integration gives $\delta\Phi/L=-\Delta^2\Pi$. The factor 2 in $\Pi$ counts spin. With this sign the Lindhard function $\Pi$ is positive, and the electrons always lower the energy of a weak wave. At fixed electron number the free energy changes by the same amount to order $\Delta^2$.

Put $k=p-q/2$. The denominator becomes $[(p+q/2)^2-(p-q/2)^2]/2=pq$. Numerator and denominator are both odd in $p$, so twice the integral over positive $p$ suffices:
\begin{equation}
\Pi(q,T)=\frac{2}{\pi q}\int_0^\infty\frac{dp}{p}\,\bigl[f_{p-q/2}-f_{p+q/2}\bigr].
\end{equation}
At $T=0$ the first occupation is one for $|p-q/2|<k_F$, and the second is one for $p<k_F-q/2$. If $q<2k_F$, both are one between $0$ and $k_F-q/2$ and cancel there, which is Pauli blocking. What remains is $k_F-q/2<p<k_F+q/2$. If $q>2k_F$, the second is zero throughout, and the first leaves $q/2-k_F<p<q/2+k_F$. Both cases give
\begin{equation}
\Pi(q,0)=\frac{2}{\pi q}\ln\left|\frac{q+2k_F}{q-2k_F}\right| .
\label{lindhard}
\end{equation}
For $q\to0$ the logarithm tends to $q/k_F$, and $\Pi$ becomes the density of states $2/(\pi k_F)$, as it must for a slowly varying potential. Near $2k_F$,
\begin{equation}
\Pi(q,0)\simeq\frac{1}{\pi k_F}\ln\frac{4k_F}{|q-2k_F|}.
\end{equation}
The origin of the divergence is the integral $\int dp/p$. The Fermi surface of the line is two points, and a shift by $2k_F$ carries one onto the other. Occupied states just inside one point are then coupled to empty states just outside the other, at an energy cost that goes to zero linearly, and every decade of energy contributes equally.

Temperature blurs the boundary between occupied and empty states. Since $f(\varepsilon_k)=\int dE\,(-\partial f/\partial E)\,\theta(E-\varepsilon_k)$, and $\Pi$ is linear in $f$, the thermal response is the zero-temperature one averaged over the Fermi energy $E$. Let $k_E=\sqrt{2E}$ and $\xi=E-\varepsilon_F$. At $q=2k_F$ the logarithm in (\ref{lindhard}) is
\begin{equation}
\ln\left|\frac{k_F+k_E}{k_F-k_E}\right|
=\ln\frac{(k_F+k_E)^2}{2|\xi|}
=\ln\frac{4\varepsilon_F}{|\xi|}+\frac{\xi}{2\varepsilon_F}+O\!\left(\frac{\xi^2}{\varepsilon_F^2}\right),
\end{equation}
because $|k_F^2-k_E^2|=2|\xi|$ and $(k_F+k_E)^2=4k_F^2(1+\xi/2\varepsilon_F+\dots)$. The weight is even in $\xi$, so the linear term averages to zero. With $x=|\xi|/T$, the average still needed is
\begin{equation}
\langle\ln x\rangle=\int_0^\infty\tfrac12\,\mathrm{sech}^2\!\left(\tfrac x2\right)\ln x\,dx=J'(0),\qquad
J(s)=\int_0^\infty\tfrac12\,\mathrm{sech}^2\!\left(\tfrac x2\right)x^s\,dx .
\end{equation}
Expanding $\frac12\mathrm{sech}^2(x/2)=2e^{-x}/(1+e^{-x})^2=2\sum_{n\ge1}(-1)^{n-1}n\,e^{-nx}$ and integrating term by term for $s>0$ gives $J(s)=2\Gamma(1+s)\eta(s)$ with $\eta(s)=\sum_{n\ge1}(-1)^{n-1}n^{-s}$. Averaging this series with its shifted copy makes it converge at $s=0$ as well:
\begin{equation}
\eta(s)=\tfrac12+\tfrac12\sum_{n\ge1}(-1)^{n-1}\bigl[n^{-s}-(n+1)^{-s}\bigr].
\end{equation}
So $\eta(0)=\frac12$, and
\begin{equation}
\eta'(0)=\tfrac12\sum_{n\ge1}(-1)^{n-1}\ln\frac{n+1}{n}
=\tfrac12\ln\left(\frac21\cdot\frac23\cdot\frac43\cdot\frac45\cdots\right)=\tfrac12\ln\frac\pi2
\end{equation}
by Wallis's product. With $\Gamma'(1)=-\gamma$, where $\gamma$ is Euler's constant, $\langle\ln x\rangle=-\gamma+\ln(\pi/2)$. Therefore, for $T\ll\varepsilon_F$,
\begin{equation}
\Pi(2k_F,T)=\frac1{\pi k_F}\ln\frac{8e^\gamma\varepsilon_F}{\pi T}.
\label{thermal}
\end{equation}
The neglected terms in the logarithm are of order $(T/\varepsilon_F)^2$, as is the effect of the thermal drift of the chemical potential. At $T=0.005\,\varepsilon_F$ the defining integral and (\ref{thermal}) both give $\pi k_F\Pi=6.810$.

An integration by parts, using $\frac{d}{dx}\tanh(x/2)=\frac12\mathrm{sech}^2(x/2)$, yields a form needed below. For $Y\gg1$,
\begin{equation}
\int_0^Y\frac{\tanh(x/2)}{x}\,dx=\ln Y-\langle\ln x\rangle=\ln\frac{2e^\gamma Y}{\pi}.
\label{tanh}
\end{equation}

Now let the lattice respond. Without the conduction electrons, a wave of amplitude $\Delta$ costs the elastic energy $\Delta^2/G$ per length and oscillates at $\omega_0$, so its kinetic energy per length is $\dot\Delta^2/(G\omega_0^2)$. Here $G$ contains the electron-lattice coupling and is taken as constant near $2k_F$. If the ions are classical and slow, $\omega_0\ll T$, the electrons follow them adiabatically. The potential energy is then $\Delta^2(1/G-\Pi)$, and the ratio of the two coefficients gives
\begin{equation}
\Omega^2(q,T)=\omega_0^2\,[1-G\,\Pi(q,T)].
\end{equation}
Define the dimensionless coupling $\lambda=G/(\pi k_F)$. At $T=0$ the condition $\omega_0\ll T$ cannot hold. The smallest excitation energy $pq$ in $\Pi$ is then $q|k_F-q/2|\simeq k_F|q-2k_F|$, so the electrons follow adiabatically when $\omega_0\ll k_F|q-2k_F|$; closer to $2k_F$ the expression below is only the static stiffness written as a frequency. Near $2k_F$,
\begin{equation}
\Omega^2=\omega_0^2\left[1-\lambda\ln\frac{4k_F}{|q-2k_F|}\right].
\end{equation}
The slope of $\Omega^2$ is $\lambda\omega_0^2/(q-2k_F)$, which grows without limit as $2k_F$ is approached. This is the Kohn anomaly. In one dimension it does not stop at a singular slope: $\Omega^2$ is negative for $|q-2k_F|<4k_Fe^{-1/\lambda}$, and a negative value means that the wave grows instead of oscillating.

At finite temperature the dip has a floor. The floor at $2k_F$ reaches zero at the temperature $T_c$ for which $G\Pi(2k_F,T_c)=1$, or, from (\ref{thermal}),
\begin{equation}
1=\lambda\ln\frac{8e^\gamma\varepsilon_F}{\pi T_c},\qquad
T_c=\frac{8e^\gamma}{\pi}\,\varepsilon_F\,e^{-1/\lambda}.
\label{tc}
\end{equation}
Replacing the 1 in $1-G\Pi$ by this expression leaves a difference of two logarithms,
\begin{equation}
\Omega^2(2k_F,T)=\lambda\,\omega_0^2\,\ln\frac{T}{T_c},\qquad T_c<T\ll\varepsilon_F .
\label{soft}
\end{equation}
Close to $T_c$ this is $\lambda\omega_0^2(T-T_c)/T_c$, so the frequency vanishes as a square root. Equation (\ref{soft}) describes the static stiffness expressed as a frequency; damping by the electrons is not included. With damping, the mode stops oscillating in a narrow window above $T_c$ that shrinks as $(\omega_0/T_c)^2$, and the square root describes the frequency only outside that window.

Below $T_c$ the amplitude is finite, and the nearly degenerate states must be mixed without perturbation theory. For $q=2k_F$, the plane waves $k_F-s$ and $-k_F-s$ have energies $\varepsilon_F+s^2/2\mp k_Fs$. With $\xi=k_Fs$, the $2\times2$ matrix with off-diagonal element $\Delta$ has eigenvalues
\begin{equation}
\varepsilon_F+\tfrac12s^2\pm E,\qquad E=\sqrt{\xi^2+\Delta^2}.
\end{equation}
The levels are separated by at least $2\Delta$, the full gap. The term $s^2/2$ is negligible where thermal occupation matters, since there $s^2\sim T^2/\varepsilon_F$. Where the lower level is full and the upper one empty, it does not depend on $\Delta$. For both spins, the pairs with $|\xi|<W_0$ contribute to the free energy per length
\begin{equation}
-\frac{2T}{\pi k_F}\int_0^{W_0}d\xi\,\bigl[\ln(1+e^{-E/T})+\ln(1+e^{E/T})\bigr].
\end{equation}
The prefactor is spin 2, times $ds/2\pi=d\xi/(2\pi k_F)$, times 2 for the two signs of $\xi$. The derivative of the bracket with respect to $E$ is $\tanh(E/2T)/T$, and $\partial E/\partial\Delta=\Delta/E$.

The pairs with $|s|<k_F$ take in all states up to $|k|=2k_F$, so $W_0=k_F^2=2\varepsilon_F$. They leave out one coupling: an occupied state with $0<k<k_F$ is also coupled to $k+2k_F$, which lies higher by $2k_F(k+k_F)$. Second-order perturbation theory is safe there. Including the mirror states and spin, it gives the energy per length
\begin{equation}
-\Delta^2\cdot4\int_0^{k_F}\frac{dk}{2\pi}\,\frac1{2k_F(k+k_F)}=-\frac{\Delta^2}{\pi k_F}\ln2 .
\end{equation}
Setting the derivative of the total free energy, including $\Delta^2/G$, to zero and dividing by $2\Delta/(\pi k_F)$ gives
\begin{equation}
\frac1\lambda=\ln2+\int_0^{2\varepsilon_F}\!d\xi\,\frac{\tanh(E/2T)}{E}
\simeq\int_0^{W}\!d\xi\,\frac{\tanh(E/2T)}{E},\qquad W=4\varepsilon_F .
\label{gap}
\end{equation}
The last step uses $\int_{2\varepsilon_F}^{4\varepsilon_F}d\xi/\xi=\ln2$, valid when $T$ and $\Delta$ are small against $\varepsilon_F$. For $\Delta\to0$, (\ref{tanh}) turns (\ref{gap}) into the condition (\ref{tc}), so the two calculations agree on $T_c$.

The function $\tanh(E/2T)/E$ falls as $E$ rises, because $\sinh2y>2y$ for $y>0$, and it falls as $T$ rises. The right side of (\ref{gap}) therefore decreases steadily with $\Delta$. Above $T_c$ it starts below $1/\lambda$ and there is no solution except $\Delta=0$. Below $T_c$ it starts above $1/\lambda$ and there is one nonzero solution, which is the minimum. It grows continuously from zero, so for a distortion held at $q=2k_F$, $T_c$ is indeed the mean-field transition temperature and is not pre-empted by a jump.

At $T=0$ the hyperbolic tangent is one, and
\begin{equation}
\frac1\lambda=\operatorname{arsinh}\frac W{\Delta_0}\simeq\ln\frac{8\varepsilon_F}{\Delta_0},\qquad
\Delta_0=8\,\varepsilon_F\,e^{-1/\lambda}.
\label{delta}
\end{equation}
Integrating the derivative of the energy back from $\Delta=0$ gives the energy per length
\begin{equation}
\frac{\Delta^2}{G}-\frac{\Delta^2}{\pi k_F}\left[\ln\frac{8\varepsilon_F}{\Delta}+\frac12\right],
\end{equation}
which equals $-\Delta_0^2/(2\pi k_F)$ at the minimum. For small enough $\Delta$ the logarithm exceeds any elastic constant, so there is no threshold coupling. The term $\Delta^2\ln\Delta$ is also why a power series in $\Delta$ fails.

Dividing twice (\ref{delta}) by (\ref{tc}) removes both the band energy and the coupling:
\begin{equation}
\frac{2\Delta_0}{T_c}=\frac{16}{8e^\gamma/\pi}=2\pi e^{-\gamma}=3.528 .
\end{equation}
The number compares two ways of ending the same logarithm: a gap ends it at $\Delta_0/2$, thermal blurring at $\pi T_c/(2e^\gamma)$, and both must leave the value $1/\lambda$. The half gap gives $\Delta_0/T_c=1.764$, so it matters which gap is meant.

As an example take $k_F=0.5\,a_0^{-1}$ and $\lambda=0.15$. Then $\varepsilon_F=0.125$ hartree and $8\varepsilon_F=1$ hartree, so (\ref{delta}) gives $\Delta_0=e^{-1/0.15}=1.273\times10^{-3}$ hartree. Equation (\ref{tc}) gives $T_c=(e^\gamma/\pi)\,\Delta_0=7.215\times10^{-4}$ hartree, or 228 K. The full gap is $2.545\times10^{-3}$ hartree, or 0.0693 eV. Solving $G\Pi=1$ with the defining integral and minimizing the energy of the full plane-wave problem, with no two-state approximation, gives a ratio of 3.5276. The numerical check makes this numerical check of the formulas.

At $T=2T_c$, (\ref{soft}) predicts $\Omega/\omega_0=\sqrt{0.15\ln2}=0.322$ at $2k_F$, in agreement with the integral. The dip is narrow: $\Omega/\omega_0$ is 0.41 at one per cent below $2k_F$, 0.43 at one per cent above, and 0.71 at ten per cent below. On cooling to $1.05\,T_c$ the value at $2k_F$ falls to 0.086. The lowest point at $2T_c$ lies below $2k_F$ by a fraction $4\times10^{-4}$ with the chemical potential held at $\varepsilon_F$, and by $3\times10^{-4}$ at fixed electron number. The factor $1/q$ in $\Pi$ favours smaller $q$ linearly, while the blurred logarithm resists quadratically on the scale $T/k_F$, so the fractional shift is of order $(T/\varepsilon_F)^2$ times the logarithm. Holding the distortion at $2k_F$, as the filling requires at $T=0$, is therefore consistent at leading order.

In a chain of atoms with one electron each, the distortion is an alternation of short and long bonds. Let the hopping alternate between $t+\Delta/2$ and $t-\Delta/2$. With phase $2\theta$ per two-atom cell, the levels are $\pm E$, where
\begin{equation}
E^2=\left|t+\tfrac\Delta2+\left(t-\tfrac\Delta2\right)e^{2i\theta}\right|^2
=4t^2\cos^2\theta+\Delta^2\sin^2\theta .
\end{equation}
The full gap is again $2\Delta$, at $\theta=\pi/2$. Since $\partial E/\partial\Delta=\Delta\sin^2\theta/E$, an elastic energy proportional to $\Delta^2$ leads to
\begin{equation}
C=\int_0^{\pi/2}d\theta\,\sin^2\theta\,\frac{\tanh(E/2T)}{E},
\end{equation}
with $C$ fixed by the elastic constant. Near $\theta=\pi/2$ one has $\sin^2\theta\simeq1$ and $\xi=2t\cos\theta$, so this region supplies $1/2t$ times the integral in (\ref{gap}). The rest of the band adds a constant that, to leading order, depends on neither $T$ nor $\Delta$. It changes $W$, and $W$ cancels in the ratio.

The cancellation holds in the limit of weak coupling, and a ring of 600 sites shows the approach to it. With $T_c=0.12\,t$ the ratio is 3.589, which is 1.7 per cent above the limit; with $T_c=0.03\,t$ it is 3.534, or 0.2 per cent above. For the weaker coupling, the gap at $0.9\,T_c$ is 0.527 of its zero-temperature value, against 0.526 from (\ref{gap}) in the weak-coupling limit.

A more serious restriction is the mean-field assumption of one uniform amplitude. In a long chain with alternating bonds, a wall between the two patterns costs a finite energy $E_w$ but can sit at a number of places proportional to $L$. Its free energy, $E_w-T\ln(L/\ell)$ with $\ell$ a microscopic length, is negative for large $L$ at any $T>0$. Walls then appear and destroy the long-range order. An isolated chain of this kind thus has no sharp transition at $T_c$. The ratio 3.53 is a result of mean-field theory for classical ions and non-interacting electrons at weak coupling. It relates the gap to the mean-field $T_c$, not to the ordering temperature measured in a real chain compound, where fluctuations and the coupling between chains enter.

\section*{Calculated quantities}
\begin{verbatim}
kF = 0.500 1/bohr, eF = 0.1250 hartree
lambda = 0.150, G = 0.23562 hartree bohr
density of states, both spins = 1.27324 1/(hartree bohr)
T = 0: q/2kF, Pi from k sum, Pi from formula [1/(hartree bohr)]
  0.20  1.2906  1.2906
  0.60  1.4709  1.4709
  0.99  3.4039  3.4039
  1.25  1.1190  1.1190
q = 2kF: T/eF, pi kF Pi by quadrature, by formula [no unit]
  0.020  5.42370  5.42395
  0.005  6.81023  6.81024
  0.001  8.41968  8.41968
Tc from defining integral = 7.21483e-04 hartree
Tc from formula           = 7.21498e-04 hartree
Tc converted              = 227.8 K
Delta0 from Bloch bands   = 1.27254e-03 hartree
Delta0 from formula       = 1.27263e-03 hartree
full gap from Bloch bands = 2.54508e-03 hartree
full gap converted        = 0.0693 eV
full gap/Tc, electron gas = 3.5276
2 pi exp(-gamma)          = 3.5278
q = 2kF: T/Tc, Omega/omega0 by quadrature, by log law
  1.05  0.0856  0.0855
  1.20  0.1654  0.1654
  2.00  0.3225  0.3224
  4.00  0.4561  0.4560
T = 2Tc: q/2kF, Omega/omega0
  0.80  0.7666
  0.90  0.7129
  0.95  0.6461
  0.99  0.4137
  1.00  0.3225
  1.01  0.4310
  1.05  0.6828
  1.10  0.7643
  1.20  0.8367
dip position at 2Tc: q/2kF - 1 = -3.9e-04
T = 0 unstable half-width = 2.546e-03 1/bohr
half-width from formula   = 2.545e-03 1/bohr
alternating ring, 600 sites: Tc/t, full gap/t, full gap/Tc
  0.12  0.43063  3.5886
  0.03  0.10602  3.5340
Delta(0.9Tc)/Delta0, ring with Tc = 0.03 t: 0.5268
Delta(0.9Tc)/Delta0, weak-coupling limit: 0.5263
\end{verbatim}
